# Oscillating adsorbate interaction through a surface state and its coverage error: test program

```python
"""
Surface-state-mediated interaction of two adsorbates, result under test:
    E(d) = -(4 e_F / pi^2) |f|^2 sin(2 k d + 2 arg f) / (k d)^2
d: separation, k: Fermi wave number, e_F = k^2/(2 m): Fermi energy above the
band bottom, m: effective mass, f: s-wave amplitude (sin(delta) exp(i delta)
without loss into the bulk).  Spin factor 2 is included, E > 0 is repulsion.
Also tested: the energy per adsorbate of a periodic array, with all multiple
scattering.  Hartree atomic units inside; angstrom and meV in the output.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import hankel1, kve

BOHR = physical_constants["Bohr radius"][0] * 1e10
MEV = physical_constants["Hartree energy in eV"][0] * 1e3
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)
NODES, WEIGHTS = 20 * (NODES + 1), 20 * WEIGHTS


def thermal_omega(h, mu, temp):
    """Spinless grand potential from the eigenvalues of h."""
    levels = np.linalg.eigvalsh(h)
    return -temp * np.sum(np.logaddexp(0, -(levels - mu) / temp))


def mean_log_det(tg):
    """Zone average of ln|1 - t S|; tg holds t*G(R), zero at R = 0."""
    return np.mean(np.log(np.abs(1 - np.fft.fft2(tg))))


def asymptotic(d, k, m, f):
    e_f = k**2 / (2 * m)
    return (-4 * e_f / np.pi**2 * abs(f)**2
            * np.sin(2 * k * d + 2 * np.angle(f)) / (k * d)**2)


# --- Determinant formula against diagonalization: levels with bath chains
side, mu, temp, hyb = 8, 0.6, 0.02, 0.6
chain = -0.5 * (np.eye(side, k=1) + np.eye(side, k=-1))
one = np.eye(side)
surface = np.kron(chain, one) + np.kron(one, chain) + 2 * np.eye(side**2)
ads = 0.4 * (np.eye(5, k=1) + np.eye(5, k=-1)) + 0.7 * np.eye(5)
site_a, site_b = 2 * side + 2, 4 * side + 5


def cluster(on_a, on_b):
    n = side**2
    h = np.zeros((n + 10, n + 10))
    h[:n, :n] = surface
    h[n:n + 5, n:n + 5] = ads
    h[n + 5:, n + 5:] = ads
    h[site_a, n] = h[n, site_a] = hyb * on_a
    h[site_b, n + 5] = h[n + 5, site_b] = hyb * on_b
    return thermal_omega(h, mu, temp)


direct_pair = cluster(1, 1) - cluster(1, 0) - cluster(0, 1) + cluster(0, 0)
formula_pair = 0.0
for n in range(400):
    z = mu + 1j * np.pi * temp * (2 * n + 1)
    g = np.linalg.inv(z * np.eye(side**2) - surface)
    g_ads = np.linalg.inv(z * np.eye(5) - ads)[0, 0]
    t_a = 1 / (1 / (hyb**2 * g_ads) - g[site_a, site_a])
    t_b = 1 / (1 / (hyb**2 * g_ads) - g[site_b, site_b])
    formula_pair -= 2 * temp * np.log(
        abs(1 - t_a * t_b * g[site_a, site_b]**2))
assert abs(direct_pair - formula_pair) < 1e-6 * abs(direct_pair) + 1e-11

# --- Array formula against diagonalization: 9 scatterers on a 12 x 12 torus
size, step, depth = 12, 4, -1.5
ring = -0.5 * (np.roll(np.eye(size), 1, 0) + np.roll(np.eye(size), -1, 0))
torus = (np.kron(ring, np.eye(size)) + np.kron(np.eye(size), ring)
         + 2 * np.eye(size**2))
mask = np.zeros((size, size))
mask[::step, ::step] = 1
single = np.zeros((size, size))
single[0, 0] = 1
om_0 = thermal_omega(torus, mu, temp)
om_1 = thermal_omega(torus + depth * np.diag(single.ravel()), mu, temp)
om_all = thermal_omega(torus + depth * np.diag(mask.ravel()), mu, temp)
direct_array = (om_all - om_0) / 9 - (om_1 - om_0)
wave = 2 * np.pi * np.arange(size) / size
band = 2 - np.cos(wave)[:, None] - np.cos(wave)[None, :]
formula_array = 0.0
for n in range(600):
    z = mu + 1j * np.pi * temp * (2 * n + 1)
    g = np.fft.ifft2(1 / (z - band))
    tg = g[::step, ::step] / (1 / depth - g[0, 0])
    tg[0, 0] = 0
    formula_array -= 2 * temp * mean_log_det(tg)
assert abs(direct_array - formula_array) < 1e-6 * abs(direct_array) + 1e-11

# --- Infinite square lattice, m = 1, spacing 1; the transverse wave number
# runs on a shifted contour on which the integrand is smooth
ky = 2 * np.pi * (np.arange(2000) + 0.5) / 2000 - np.pi
cos_ky = np.cos(ky - 1j * np.sin(ky))
jacobian = 1 - 1j * np.cos(ky)


def lattice_green(z, n):
    c = 2 - cos_ky - z
    s = np.sqrt(c - 1) * np.sqrt(c + 1)
    return np.mean(-jacobian * (c + s)**(-float(n)) / s)


def bessel_k0(x):
    return kve(0, x) * np.exp(-x)


z = 0.005 + 0.002j
q = -1j * np.sqrt(2 * z)
g_lat = lattice_green(z, 40)
assert abs(g_lat + bessel_k0(q * 40) / np.pi) < 0.01 * abs(g_lat)

# Unitarity and logarithmic phase shift of a single-site scatterer
inv_t = [1 / depth - lattice_green(p**2 / 2 + 1e-12j, 0) for p in (0.05, 0.1)]
assert all(abs(v.imag - 0.5) < 0.005 for v in inv_t)
cot_change = -2 * (inv_t[1].real - inv_t[0].real)
assert abs(cot_change - 2 / np.pi * np.log(2)) < 0.01

# Final law on the lattice, without and with loss into a bulk bath
k_lat = 0.2
e_lat, v_lat = 1 - np.cos(k_lat), np.sin(k_lat)
lattice_error, lattice_f = [], []
for loss in (0.0, 0.05):
    def t_lattice(z):
        return 0.1 / (z - 0.1 + 1j * loss - 0.1 * lattice_green(z, 0))
    f_lat = -0.5 * t_lattice(e_lat + 1e-12j)
    scale = v_lat / (2 * 615)
    zs = e_lat + 1j * scale * NODES
    ts = np.array([t_lattice(z) for z in zs])
    worst = 0.0
    for n in range(600, 631, 3):
        gs = np.array([lattice_green(z, n) for z in zs])
        full = -2 / np.pi * scale * np.sum(
            WEIGHTS * np.log(np.abs(1 - (ts * gs)**2)))
        envelope = 2 * abs(f_lat)**2 / (np.pi * n)**2
        law = -envelope * np.sin(2 * k_lat * n + 2 * np.angle(f_lat))
        worst = max(worst, abs(full - law) / envelope)
    lattice_error.append(worst)
    lattice_f.append(f_lat)
    assert worst < 0.03

# --- Continuum model with zero-range scatterers
period, mass, spacing, smear = 15 / BOHR, 0.4, 2.6 / BOHR, 25 / MEV
k_f = np.pi / period
e_f, v_f = k_f**2 / (2 * mass), k_f / mass
delta = np.pi / 2


def kappa_for(phase):
    return k_f * np.exp(-np.pi / (2 * np.tan(phase)))


def t_times_g(z, r, kappa):
    q = -1j * np.sqrt(2 * mass * z)
    return bessel_k0(q * r) / np.log(q / kappa)


def pair_energy(d, phase):
    scale = v_f / (2 * d)
    x = t_times_g(e_f + 1j * scale * NODES, d, kappa_for(phase))
    return -2 / np.pi * scale * np.sum(WEIGHTS * np.log(np.abs(1 - x**2)))


def matsubara(temp, count):
    return e_f + 1j * np.pi * temp * (2 * np.arange(count) + 1)


def thermal_pair(d, phase, temp, count=300):
    x = t_times_g(matsubara(temp, count), d, kappa_for(phase))
    return -4 * temp * np.sum(np.log(np.abs(1 - x**2)))


def damping(d, temp):
    x = 2 * np.pi * temp * d / v_f
    return x / np.sinh(x)


# No non-oscillating term in the full result; thermal factor
phase = np.pi / 4
amp = np.sin(phase) * np.exp(1j * phase)
for kd in np.linspace(200, 203, 7):
    d = kd / k_f
    envelope = 4 * e_f / np.pi**2 * abs(amp)**2 / kd**2
    law = asymptotic(d, k_f, mass, amp)
    assert abs(pair_energy(d, phase) - law) < 0.02 * envelope
    temp = v_f / (np.pi * d)
    hot = thermal_pair(d, phase, temp)
    assert abs(hot - law * damping(d, temp)) < 0.02 * envelope

# A constant phase shift integrated from the band bottom does give such a term
x_max = 200.0
integral = quad(lambda x: (np.exp(2j * phase) * x * hankel1(0, x)**2).imag,
                0, x_max, limit=2000)[0]
false_term = integral + np.sin(2 * x_max + 2 * phase) / np.pi
assert abs(false_term - 2 / np.pi**2 * np.sin(2 * phase)) < 2e-3

# Period from the zero crossings of the full pair energy
ds = np.arange(100, 200, 0.5) / BOHR
es = np.array([pair_energy(d, delta) for d in ds])
hit = np.where(es[:-1] * es[1:] < 0)[0]
zeros = ds[hit] - es[hit] * (ds[hit + 1] - ds[hit]) / (es[hit + 1] - es[hit])
found_period = 2 * np.mean(np.diff(zeros)) * BOHR
assert abs(found_period - period * BOHR) < 0.05


def array_energy(length, mesh, count=100):
    """Energy per adsorbate of a triangular array: (full, pair sum)."""
    idx = np.rint(np.fft.fftfreq(mesh, 1 / mesh)).astype(int)
    i, j = np.meshgrid(idx, idx, indexing="ij")
    images = [(i + a * mesh)**2 + (i + a * mesh) * (j + b * mesh)
              + (j + b * mesh)**2 for a in (-1, 0, 1) for b in (-1, 0, 1)]
    shells, where = np.unique(np.min(images, axis=0).ravel(),
                              return_inverse=True)
    where = where.reshape(mesh, mesh)
    r = length * np.sqrt(np.maximum(shells, 1))
    full = pair = 0.0
    for z in matsubara(smear, count):
        x = t_times_g(z, r, kappa_for(delta))
        x[0] = 0
        grid = x[where]
        full += mean_log_det(grid)
        pair += 0.5 * np.sum(np.log(np.abs(1 - grid**2)))
    return -4 * smear * full, -4 * smear * pair


# Mesh convergence, and the pair limit of a very dilute array
mesh_change = (array_energy(4 * spacing, 75)[0]
               - array_energy(4 * spacing, 120)[0]) * MEV
assert abs(mesh_change) < 0.05
far = 60 * spacing
dilute = array_energy(far, 9)[0]
pairs = 3 * (thermal_pair(far, delta, smear)
             + thermal_pair(np.sqrt(3) * far, delta, smear))
far_envelope = 3 * 4 * e_f / np.pi**2 / (k_f * far)**2 * damping(far, smear)
assert abs(dilute - pairs) < 0.03 * far_envelope

# --- Output
f_model = np.sin(delta) * np.exp(1j * delta)
print(f"input period pi/k: {period * BOHR:.1f} angstrom")
print(f"input effective mass: {mass:.1f} electron masses")
print(f"input neighbour spacing of the surface: {spacing * BOHR:.1f} angstrom")
print(f"input phase shift: {delta:.4f} rad")
print(f"input smearing: {smear * MEV:.1f} meV")
print(f"Fermi wave number k: {k_f / BOHR:.4f} 1/angstrom")
print(f"Fermi energy above band bottom: {e_f * MEV:.1f} meV")
print(f"prefactor 4 e_F/pi^2: {4 * e_f / np.pi**2 * MEV:.1f} meV")
print(f"thermal length v/(2 pi T): "
      f"{v_f / (2 * np.pi * smear) * BOHR:.1f} angstrom")
print(f"period from zero crossings, 100-200 angstrom: "
      f"{found_period:.3f} angstrom")
print(f"false constant term / oscillation amplitude, delta=pi/4: "
      f"{false_term * np.pi:.3f}")
for name, f_lat, err in zip(("no loss", "with loss"), lattice_f,
                            lattice_error):
    print(f"lattice test, {name}: |f| = {abs(f_lat):.3f}, arg f = "
          f"{np.angle(f_lat):.3f} rad, worst error/envelope = {err:.4f}")
print("pair energy at T = 0: d (angstrom), full (meV), asymptotic law (meV)")
for d_ang in (10, 15, 20, 25, 30, 40, 50, 60):
    d = d_ang / BOHR
    print(f"  {d_ang:3d} {pair_energy(d, delta) * MEV:9.3f} "
          f"{asymptotic(d, k_f, mass, f_model) * MEV:9.3f}")
print(f"mesh change of the N=4 array energy: {mesh_change:.4f} meV")
print("energy shift per adsorbate in N x N cells, with smearing (meV):")
print("  N, L (angstrom), full, pair sum, six-neighbour law, "
      "extrapolated from N-1 and N")
previous = None
for n in range(3, 15):
    length = n * spacing
    full, pair = array_energy(length, int(np.ceil(300 / n)))
    six = 3 * asymptotic(length, k_f, mass, f_model) * damping(length, smear)
    if previous is None:
        extra = "     none"
    else:
        value = (n**2 * full - (n - 1)**2 * previous) / (2 * n - 1)
        extra = f"{value * MEV:9.3f}"
    print(f"  {n:2d} {length * BOHR:5.1f} {full * MEV:9.3f} "
          f"{pair * MEV:9.3f} {six * MEV:9.3f} {extra}")
    previous = full
print("checks complete")
```

Printed output:

```
input period pi/k: 15.0 angstrom
input effective mass: 0.4 electron masses
input neighbour spacing of the surface: 2.6 angstrom
input phase shift: 1.5708 rad
input smearing: 25.0 meV
Fermi wave number k: 0.2094 1/angstrom
Fermi energy above band bottom: 417.8 meV
prefactor 4 e_F/pi^2: 169.3 meV
thermal length v/(2 pi T): 25.4 angstrom
period from zero crossings, 100-200 angstrom: 14.996 angstrom
false constant term / oscillation amplitude, delta=pi/4: 0.638
lattice test, no loss: |f| = 0.878, arg f = 2.061 rad, worst error/envelope = 0.0035
lattice test, with loss: |f| = 0.482, arg f = 1.832 rad, worst error/envelope = 0.0027
pair energy at T = 0: d (angstrom), full (meV), asymptotic law (meV)
   10   -37.066   -33.431
   15    -3.683    -0.000
   20    10.530     8.358
   25    -5.762    -5.349
   30    -0.355    -0.000
   40    -2.192    -2.089
   50     1.459     1.337
   60    -0.039    -0.000
mesh change of the N=4 array energy: 0.0000 meV
energy shift per adsorbate in N x N cells, with smearing (meV):
  N, L (angstrom), full, pair sum, six-neighbour law, extrapolated from N-1 and N
   3   7.8   117.433     3.227   -23.486      none
   4  10.4   -80.869   -73.061   -97.607  -335.828
   5  13.0   -83.990   -70.215   -48.768   -89.538
   6  15.6   -17.003   -18.802    11.122   135.239
   7  18.2    57.995    55.248    31.291   265.684
   8  20.8    18.921    17.539    15.679  -108.722
   9  23.4    -9.985    -8.442    -6.785  -118.807
  10  26.0   -17.690   -15.969   -14.390   -50.539
  11  28.6    -7.758    -7.482    -6.395    39.541
  12  31.2     9.211     4.782     4.509    98.481
  13  33.8     3.706     7.515     7.664   -28.007
  14  36.4     4.590     4.409     2.818    10.124
checks complete
```
